# Borel Distribution of Optical Crosstalk Avalanches from One Detected Photon

Let one detected photon fire one cell of an array of avalanche photodiodes working above breakdown. The avalanche emits light, some of which fires other cells, and these can fire more. Let $N$ be the total number of avalanches in this cascade, the first one, called the primary, included. Let $K$ be the number of avalanches caused directly by one given avalanche, and let $\lambda$ be the mean number of triggering hits that one avalanche produces. The numbers $N$, $K$ and $\lambda$ are dimensionless. Angle brackets denote means, and $[w^k]f(w)$ denotes the coefficient of $w^k$ in the power series of $f$.

Four assumptions define the model. Different avalanches act independently and with the same $\lambda$. All crosstalk is prompt, so that the whole cascade falls within one counting gate. Every triggering hit finds a charged cell that has not fired and that no other hit has taken. The third assumption does not follow from the array being infinite. If the light reaches the nearest neighbours alone, two hits can fall on the same cell, or a hit can return to a spent one, however large the array is. The assumption holds in the limit where the light of each avalanche is spread over many cells. The fourth assumption is that the hits of one avalanche come from its many carriers, each of which acts independently of the others and with a small probability. Under these conditions the result is the Borel distribution,

$$P(N=n)=\frac{e^{-\lambda n}(\lambda n)^{n-1}}{n!},\qquad n=1,2,3,\ldots$$

The first step is the law of $K$. An avalanche contains $M$ carriers, of the order of a million. By the fourth assumption each carrier, independently of the others, leads to a triggering hit with the small probability $\epsilon=\lambda/M$. The number of hits is then binomial, and its generating function is

$$\langle s^K\rangle=(1-\epsilon+\epsilon s)^M=\left[1+\frac{\lambda(s-1)}{M}\right]^M\longrightarrow e^{\lambda(s-1)}\qquad(M\to\infty).$$

The limit is the generating function of the Poisson law $P(K=k)=e^{-\lambda}\lambda^k/k!$.

The error at finite $M$ can be bounded. Measure the distance between two laws by half the sum of the absolute differences of their probabilities, which equals the sum of the positive differences. For one carrier, compare the law with probabilities $1-\epsilon$ and $\epsilon$ for 0 and 1 with a Poisson law of mean $\epsilon$. Since $e^{-\epsilon}\ge 1-\epsilon$, the first law is the larger at the value 1 alone, and the distance is $\epsilon-\epsilon e^{-\epsilon}=\epsilon(1-e^{-\epsilon})\le\epsilon^2$. The two variables can be drawn jointly so that they differ with a probability equal to this distance. The sums over $M$ carriers differ only if at least one pair differs, which has probability at most $M\epsilon^2=\lambda^2/M$. The sum of $M$ Poisson variables of mean $\epsilon$ is Poisson with mean $\lambda$, so $\lambda^2/M$ bounds the distance sought.

The cascade is self-similar: each secondary avalanche starts a cascade with the same law as the whole. If the primary causes $K$ secondaries, then

$$N=1+N_1+N_2+\cdots+N_K,$$

where the $N_i$ are independent copies of $N$. Define $G(s)=\sum_{n\ge1}P(N=n)s^n$ for $|s|<1$, where a cascade that never ends contributes nothing. At fixed $K=k$ the mean of $s^N$ is $s\,G(s)^k$, because the primary contributes one factor $s$ and the independent copies one factor $G$ each. Averaging over $k$ gives

$$G(s)=s\sum_{k\ge0}\frac{e^{-\lambda}\lambda^k}{k!}G(s)^k=s\,e^{\lambda[G(s)-1]}.$$

This equation gives $s$ explicitly as a function of $G$, which is enough to find the coefficients. By Cauchy's formula on a small circle around $s=0$,

$$P(N=n)=\frac{1}{2\pi i}\oint\frac{G(s)}{s^{n+1}}\,ds.$$

The derivative of $G(s)s^{-n}$ is $G'(s)s^{-n}-nG(s)s^{-n-1}$, and its integral around a closed path vanishes. Therefore

$$P(N=n)=\frac{1}{2\pi i\,n}\oint\frac{G'(s)}{s^{n}}\,ds.$$

Now take $w=G(s)$ as the variable. Because $G(0)=0$ and $G'(0)=P(N=1)=e^{-\lambda}\neq0$, the map is one-to-one near the origin and carries a small circle into a closed curve that surrounds $w=0$ once in the same sense. Also $G'(s)\,ds=dw$, and the functional equation gives $s=w\,e^{-\lambda(w-1)}$, hence $s^{-n}=w^{-n}e^{n\lambda(w-1)}$. The integral becomes

$$P(N=n)=\frac{1}{2\pi i\,n}\oint\frac{e^{n\lambda(w-1)}}{w^n}\,dw=\frac1n[w^{n-1}]\,e^{-n\lambda}e^{n\lambda w}=\frac1n\,e^{-n\lambda}\frac{(n\lambda)^{n-1}}{(n-1)!}.$$

Since $n\,(n-1)!=n!$, this is the Borel distribution.

The last form has a direct meaning. The factor after $1/n$ is the Poisson probability that $n$ avalanches together cause $n-1$ others, as they must if all but the primary are secondaries. This is not sufficient. If the avalanches are examined one after another, the cascade must not run out before the $n$th. The factor $1/n$ is the probability that this further condition holds, given the right total.

The first members can be found by listing family trees. For $n=1$ the primary causes nothing, with probability $e^{-\lambda}$. For $n=2$ it causes one avalanche, which causes none: $\lambda e^{-\lambda}\cdot e^{-\lambda}=\lambda e^{-2\lambda}$. For $n=3$ there are two trees. Either the primary causes two childless avalanches, or it causes one that causes one more:

$$P(3)=\frac{\lambda^2}{2}e^{-\lambda}\cdot e^{-2\lambda}+\lambda e^{-\lambda}\cdot\lambda e^{-\lambda}\cdot e^{-\lambda}=\frac32\lambda^2e^{-3\lambda}.$$

The general formula gives $e^{-3\lambda}(3\lambda)^2/6$, which is the same. The crosstalk probability, meaning the probability of at least one secondary, is $p=P(N\ge2)=1-e^{-\lambda}$. A measured $p$ thus gives $\lambda=-\ln(1-p)$, which exceeds $p$ because several hits can come from one avalanche.

Whether the probabilities add up to one depends on $\lambda$. Let $\rho_g$ be the probability that the cascade has no members in generation $g$, the primary being generation 0. Then $\rho_0=0$, and $\rho_{g+1}=h(\rho_g)$ with $h(x)=e^{\lambda(x-1)}$, since every secondary must have died out one generation earlier in its own count. The function $h$ increases, so the $\rho_g$ increase and stay below every root of $x=h(x)$. Their limit $\rho$, the probability that $N$ is finite, is therefore the smallest non-negative root. One root is $x=1$. For $\lambda\le1$ and $0\le x<1$, strict convexity puts $h$ above its tangent at 1, so $h(x)>1+\lambda(x-1)\ge x$, and no smaller root exists: $\rho=1$. For $\lambda>1$, $h(x)<x$ just below $x=1$ while $h(0)>0$, so a root lies in between and $\rho<1$. At $\lambda=1.5$, for example, $\rho=0.417$, and the ideal cascade runs on without end with probability 0.583. In a device the cascade ends when its hits no longer find charged cells, and the third assumption has then failed. If the light reaches only nearby cells, this can happen long before the whole array is spent.

The moments for $\lambda<1$ follow from a slightly more general calculation, which will also serve for other offspring laws. Let $K$ have mean $m<1$ and finite variance $v$. Let $N_g$ now denote the number of avalanches up to and including generation $g$, with mean $\mu_g$ and variance $V_g$. Then $N_{g+1}$ is 1 plus a sum of $K$ independent copies of $N_g$. At fixed $K$ this sum has mean $K\mu_g$ and variance $KV_g$. The total variance is the mean of the conditional variance plus the variance of the conditional mean:

$$\mu_{g+1}=1+m\mu_g,\qquad V_{g+1}=mV_g+v\mu_g^2.$$

Because $m<1$, both recursions converge, and because $N_g$ grows towards $N$, their limits are the moments of $N$. Setting successive values equal gives $\langle N\rangle=1+m\langle N\rangle$ and $(1-m)\operatorname{Var}N=v\langle N\rangle^2$, so

$$\langle N\rangle=\frac1{1-m},\qquad \operatorname{Var}N=\frac{v}{(1-m)^3}.$$

The excess noise factor is $F=\langle N^2\rangle/\langle N\rangle^2=1+\operatorname{Var}N/\langle N\rangle^2=1+v/(1-m)$. For Poisson offspring, $m=v=\lambda$, and

$$\langle N\rangle=\frac{1}{1-\lambda},\qquad \operatorname{Var}N=\frac{\lambda}{(1-\lambda)^3},\qquad F=1+\frac{\lambda}{1-\lambda}=\frac1{1-\lambda}.$$

In this model the noise factor equals the mean cascade size.

For large $n$, Stirling's formula $n!\approx\sqrt{2\pi n}\,n^ne^{-n}$ turns the Borel law into

$$P(N=n)\approx\frac{e^{-\lambda n}\lambda^{n-1}n^{n-1}}{\sqrt{2\pi n}\,n^ne^{-n}}=\frac{(\lambda e^{1-\lambda})^n}{\lambda\sqrt{2\pi}\,n^{3/2}}.$$

The logarithm of $\lambda e^{1-\lambda}$ is $1+\ln\lambda-\lambda$, which is zero at $\lambda=1$ and negative for every other positive $\lambda$. The tail thus falls exponentially except at $\lambda=1$, where it falls as $n^{-3/2}$. The probabilities then still add up to one, but the sum for the mean diverges.

A light pulse often gives more than one primary. Let their number $J$ be Poisson with mean $\mu$, and let $S$ be the total number of avalanches, again without competition for cells. Its generating function is $e^{\mu[G(s)-1]}$. The contour calculation applies with $e^{\mu(G-1)}$ in place of $G$. Integration by parts now yields the derivative of $e^{\mu(w-1)}$ as an extra factor, and for $n\ge1$

$$P(S=n)=\frac1n[w^{n-1}]\,\mu e^{\mu(w-1)}e^{n\lambda(w-1)}=\frac{\mu(\mu+n\lambda)^{n-1}}{n!}e^{-\mu-n\lambda}.$$

For $n=0$ the probability is $e^{-\mu}$. The mean is $\mu\langle N\rangle$. The variance, by the same decomposition as before, is $\mu\operatorname{Var}N+\mu\langle N\rangle^2=\mu\langle N^2\rangle$. The relative variance is therefore

$$\frac{\operatorname{Var}S}{\langle S\rangle^2}=\frac{\mu\langle N^2\rangle}{\mu^2\langle N\rangle^2}=\frac F\mu=\frac{1}{\mu(1-\lambda)}.$$

Crosstalk raises the signal, yet the relative noise is that of a crosstalk-free detector with only $\mu(1-\lambda)$ mean primaries.

For a worked example, take a silicon photomultiplier with a side of 3 mm and cells of 50 µm pitch, hence $60\times60=3600$ cells. Each cell has a capacitance of 90 fF and works 3 V above breakdown. Its gain is the discharged charge divided by the elementary charge,

$$M=\frac{(90\times10^{-15}\ \mathrm F)(3\ \mathrm V)}{1.602\times10^{-19}\ \mathrm C}=1.685\times10^6.$$

With $3\times10^{-5}$ relevant photons per carrier, an avalanche emits 50.6 such photons on average. If each fires another cell with probability 0.004, then $\lambda=50.56\times0.004=0.2022$ and $p=1-e^{-0.2022}=0.183$. The bound on the error of the Poisson law is $\lambda^2/M=2.4\times10^{-8}$, and direct summation gives a distance of $1.8\times10^{-8}$. The large number of carriers makes this approximation harmless.

The Borel law gives $P(1)=0.8169$, $P(2)=0.1350$, $P(3)=0.0334$ and $P(4)=0.0098$. The mean is $1/(1-0.2022)=1.253$, the variance 0.398 and the noise factor 1.253. For a pulse with five mean primaries, the mean count is 6.27 and the relative variance 0.251, against 0.200 without crosstalk. The noise is that of $5\times0.7978=3.99$ primaries.

It is useful to see what branching contributes. If an avalanche could cause at most one other, with the same $p$, the law would be geometric, $P(n)=(1-p)p^{n-1}$. It has the same $P(1)$, but its mean is $1/(1-p)=1.224$. Its probability of three or more avalanches is $p^2=0.034$, against 0.048 for the Borel law. At equal crosstalk probability, the branching model thus gives about 1.4 times as many events of three or more.

The assumption of fresh cells can be examined on a square lattice whose cells hit their four nearest neighbours alone. Keep $\lambda$ fixed and divide the hits equally. The numbers of hits on the four neighbours are then independent Poisson variables of mean $\lambda/4$, and a given neighbour is hit at least once with probability $q=1-e^{-\lambda/4}=0.0493$. A fired cell remains spent during the gate. No secondary occurs with probability

$$P_4(1)=(1-q)^4=e^{-\lambda},$$

as in the Borel law. For two avalanches, one of four neighbours is hit, while the other three neighbours of the primary and the three fresh neighbours of the secondary are not:

$$P_4(2)=4q(1-q)^6=0.1456.$$

For three avalanches, there are two straight and four bent groups of three cells, and the primary can be any member, which makes 18 cases. In each, two hits lead outwards from the primary through the group. Of the $3\times4=12$ directed links from its cells, four are internal and the other eight must fail, so

$$P_4(3)=18q^2(1-q)^8=0.0292.$$

Compared with the Borel law, pairs are more probable and triples less so. The expansion in $\lambda$ shows why. With $4q=\lambda-\lambda^2/8+\cdots$ and $(1-q)^6=e^{-3\lambda/2}$, one finds $P_4(2)=\lambda-\tfrac{13}{8}\lambda^2+\cdots$, whereas the Borel value is $\lambda-2\lambda^2+\cdots$. The triples begin with $\tfrac98\lambda^2$ instead of $\tfrac32\lambda^2$. To this order, a probability $\tfrac38\lambda^2$ moves from triples to pairs. Of this, $\tfrac12\lambda^2\cdot\tfrac14=\tfrac18\lambda^2$ comes from two hits of the primary on the same neighbour, and $\lambda^2\cdot\tfrac14$ from a secondary that hits the spent primary. With $z$ equally likely neighbours, the same count gives $3\lambda^2/(2z)$, which vanishes as the light is spread over more cells.

The mean and noise factor on the lattice were found by random simulation of 400,000 cascades for each neighbourhood, and the errors quoted are standard errors. With four neighbours the mean is $1.230\pm0.001$ and $F=1.197\pm0.001$. With eight neighbours, the diagonal ones included, they are $1.241\pm0.001$ and $1.220\pm0.001$. The mean is thus little changed from 1.253, but the excess $F-1$ falls by a little over a fifth with four neighbours and by about 13 % with eight, relative to the Borel value of 0.253.

The edges of the array matter less in this example, provided that the light reaches the four nearest neighbours alone. Let $u_i$ be the mean cascade size from cell $i$, with repeated firing allowed so that the edge effect stands alone. Conditioning on the first generation gives

$$u_i=1+\frac\lambda4\sum_{j\ \text{next to}\ i}u_j,$$

where neighbours outside the array are absent. The numerical solution of these 3600 linear equations gives 1.253 at the centre, 1.119 at a corner and 1.248 averaged over all cells. With such short-range light the infinite array is therefore a good approximation for the average, but not for a photon that lands in a corner. If the light reaches farther, hits are lost from a wider border and the average falls more. The Borel law thus needs light that is spread over many cells, but over a distance small compared with the side of the array. On an array of $60\times60$ cells the two demands compete: a longer reach reduces the sharing of cells but increases the loss at the edges, so both effects keep the mean somewhat below the Borel value.

The general moment formulas give the size of two further effects. If the strength of the avalanche varies, so that its $\lambda$ has a relative standard deviation of 5 %, the offspring variance becomes $\lambda+(0.05\lambda)^2$. The noise factor of the count then rises by only about $10^{-4}$. The spread of the charge per avalanche, which adds noise of its own when charge is measured, is not included. If each avalanche also has a 2 % chance of a full-sized afterpulse within the gate, then $m=\lambda+0.02$, and the mean and noise factor both rise to about 1.29. This is an upper estimate. A full-sized afterpulse needs a recharged cell, and when the recharge time is comparable with the gate most afterpulses are smaller and cause less crosstalk. Dark counts are additional primaries. At 50 kHz/mm² and with a gate of 50 ns, their mean number is $5\times10^4\times9\times50\times10^{-9}=0.0225$, and they bring 0.028 avalanches per gate.

Temperature acts through the breakdown voltage. If this rises by 50 mV/K and the bias is held fixed, warming by 5 K lowers the overvoltage from 3.00 to 2.75 V. The gain falls in proportion. The trigger probability, taken to rise from zero with overvoltage along a concave curve, falls by no more than the same factor. With the photon yield per carrier and the optical paths unchanged, $\lambda$ then lies between 0.170 and 0.185, and the mean cascade size between 1.205 and 1.228.

These inputs are rough values in the usual regime of silicon photomultipliers near room temperature. Crosstalk probabilities range roughly from a few per cent, in devices with optical barriers between cells, to a few tens of per cent at high overvoltage, so 18 % is not extreme. Real devices break the assumption of fresh cells, since part of the light reaches nearby cells. If it reached the four nearest alone, the example's noise factor would be 1.20 and not 1.25. In the example, warming by 5 K or an afterpulse probability of 2 % shifts the mean by an amount comparable with that due to this sharing of cells. A fit of the Borel law to measured counts therefore yields an effective $\lambda$, whose meaning as a mean number of hits depends on the gate, the temperature and the spread of the light.
